# Counting Ion Histories for a Rare-Event Probability: a numerical check

```python
"""
Result under test: to estimate a probability p by the hit fraction k/N of N
independent histories scored 0 or 1, with relative standard error eps, one needs
    N = (1 - p) / (p eps^2),   which is 999900 for p = 0.0001 and eps = 0.1.

Transport model: an ion of energy E0 meets resting hard spheres of equal mass.
Free flights are exponential with mean free path lam. The history ends at the
first collision that leaves the ion at or below the cutoff energy Ec.
S is the path length travelled and L = ln(E0/Ec). With independent Poisson
numbers A (mean s/lam) and B (mean L), the claim is P(S > s) = P(A <= B).
Energies are in eV and lengths in angstrom.
"""
from fractions import Fraction
from math import ceil, log, sqrt
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.stats import binom, chi2, poisson


def required_histories(p, eps):
    """Derived formula, in exact rational arithmetic."""
    return ceil((1 - p) / (p * eps**2))


def enumerated_relative_error(n, p):
    """Spread of k/n about p, summed over the binomial distribution of k."""
    mean = n * p
    k = np.arange(0, int(mean + 12 * sqrt(mean) + 30))
    return sqrt(np.sum(binom.pmf(k, n, p) * (k / n - p)**2)) / p


def searched_histories(p, eps):
    """Smallest n whose enumerated relative error does not exceed eps."""
    low, high = 1000, 10**7
    while high - low > 1:
        middle = (low + high) // 2
        if enumerated_relative_error(middle, p) > eps:
            low = middle
        else:
            high = middle
    return high


def path_tail(s, lam, L):
    """P(S > s) from the two Poisson numbers."""
    b = np.arange(0, 200)
    return float(np.sum(poisson.pmf(b, L) * poisson.cdf(b, s / lam)))


def simulate_paths(n, E0, Ec, lam, rng):
    """Follow n ions collision by collision; return paths and flight count."""
    path = np.zeros(n)
    alive = np.arange(n)
    energy = np.full(n, float(E0))
    flights = 0
    while alive.size:
        flights += alive.size
        path[alive] += rng.exponential(lam, alive.size)
        impact_area_fraction = rng.random(alive.size)   # b^2/d^2
        energy = energy * impact_area_fraction          # E - T
        keep = energy > Ec
        alive, energy = alive[keep], energy[keep]
    return path, flights


# Required number of histories: formula against search on the explicit sum.
p_rare, p_short = Fraction(1, 10000), Fraction(1, 100)
eps, eps_half = Fraction(1, 10), Fraction(1, 20)
N = required_histories(p_rare, eps)
N_half = required_histories(p_rare, eps_half)
N_short = required_histories(p_short, eps)
N_search = searched_histories(float(p_rare), float(eps))
# At the solution the error equals eps, so rounding may shift the search by one.
assert abs(N_search - N) <= 1
assert abs(searched_histories(float(p_rare), float(eps_half)) - N_half) <= 1
assert abs(searched_histories(float(p_short), float(eps)) - N_short) <= 1

# Hard-sphere collision: energy transfer over a uniform grid of impact points.
axis = (np.arange(1000) + 0.5) / 500 - 1
bx, by = np.meshgrid(axis, axis)
inside = bx**2 + by**2 < 1
bx, by = bx[inside], by[inside]
normal = np.array([bx, by, np.sqrt(1 - bx**2 - by**2)])
v_in = np.array([0.0, 0.0, 1.0])[:, None]
v_recoil = np.sum(v_in * normal, axis=0) * normal
v_ion = v_in - v_recoil
transfer = np.sum(v_recoil**2, axis=0)
assert np.allclose(np.sum(v_ion**2, axis=0) + transfer, 1.0, atol=1e-12)
for t in (0.1, 0.3, 0.5, 0.7, 0.9):
    assert abs(np.mean(transfer < t) - t) < 2e-3        # grid resolution

# Thresholds with the wanted tail probabilities.
E0, Ec, lam = 10000.0, 10.0, 20.0
L = log(E0 / Ec)
p, q = float(p_rare), float(p_short)
s_rare = brentq(lambda s: path_tail(s, lam, L) - p, lam, 100 * lam, xtol=1e-10)
s_short = brentq(lambda s: path_tail(s, lam, L) - q, lam, 100 * lam, xtol=1e-10)
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom

# Simulation: eight separate runs of N histories.
rng = np.random.default_rng(20240)
runs = 8
hits, short_hits, rare_flags = [], [], []
path_sum = path_square_sum = 0.0
flight_sum = 0
assert N % N_short == 0
for _ in range(runs):
    path, flights = simulate_paths(N, E0, Ec, lam, rng)
    flag = path > s_rare
    hits.append(int(flag.sum()))
    rare_flags.append(flag)
    short_hits.append((path > s_short).reshape(-1, N_short).sum(axis=1))
    path_sum += path.sum()
    path_square_sum += np.sum(path**2)
    flight_sum += flights
hits = np.array(hits)
short_hits = np.concatenate(short_hits)
total = runs * N
mean_path = path_sum / total
path_sd = sqrt(path_square_sum / total - mean_path**2)
mean_flights = flight_sum / total

# Model formulas against the histories, within 4.5 standard errors.
assert abs(mean_flights - (1 + L)) < 4.5 * sqrt(L / total)
assert abs(mean_path - lam * (1 + L)) < 4.5 * path_sd / sqrt(total)
assert abs(hits.sum() / total - p) < 4.5 * sqrt(p * (1 - p) / total)
assert abs(short_hits.sum() / total - q) < 4.5 * sqrt(q * (1 - q) / total)

# Scatter of the eight long runs, and of the many short runs.
spread = np.sum((hits - N * p)**2) / (N * p * (1 - p))
assert chi2.ppf(1e-4, runs) < spread < chi2.ppf(1 - 1e-4, runs)
short_scatter = sqrt(np.mean((short_hits / N_short - q)**2)) / q
# Sampling error of a scatter from n runs is about 1/sqrt(2n) of its value.
assert abs(short_scatter / float(eps) - 1) < 4.5 / sqrt(2 * short_hits.size)


def chance_within(n, prob, eps_fraction):
    """Exact chance that k/n lies within eps*prob of prob."""
    low = ceil(n * prob * (1 - eps_fraction))
    high = int(n * prob * (1 + eps_fraction))
    return binom.cdf(high, n, float(prob)) - binom.cdf(low - 1, n, float(prob)), low, high


within, k_low, k_high = chance_within(N, p_rare, eps)
within_short, j_low, j_high = chance_within(N_short, p_short, eps)
seen_within = np.mean((short_hits >= j_low) & (short_hits <= j_high))
assert abs(seen_within - within_short) < 4.5 * sqrt(0.25 / short_hits.size)

# Small runs: chance of no hit at all.
n_small = 10000
groups = total // n_small
flags = np.concatenate(rare_flags)[:groups * n_small].reshape(groups, n_small)
seen_empty = np.mean(~flags.any(axis=1))
empty = (1 - p)**n_small
assert abs(seen_empty - empty) < 4.5 * sqrt(empty * (1 - empty) / groups)

estimate = hits[0] / N
own_error = sqrt((1 - estimate) / (N * estimate))

print(f"tail probability p: {p:.4f}")
print(f"target relative standard error: {float(eps):.2f}")
print(f"variance of one score p(1-p): {p * (1 - p):.8f}")
print(f"required histories, formula: {N}")
print(f"required histories, search on binomial sum: {N_search}")
print(f"relative error at that N, binomial sum: {enumerated_relative_error(N, p):.6f}")
print(f"relative error at 1000000 histories: {enumerated_relative_error(10**6, p):.6f}")
print(f"expected hits N p: {N * p:.2f}")
print(f"required histories for relative error {float(eps_half):.2f}: {N_half}")
print(f"hit counts within ten percent of N p: {k_low} to {k_high}")
print(f"chance of such a count: {within:.4f}")
print(f"relative error at {n_small} histories: {enumerated_relative_error(n_small, p):.4f}")
print(f"chance of no hit in {n_small} histories, formula: {empty:.4f}")
print(f"share of {groups} simulated groups with no hit: {seen_empty:.4f}")
print(f"initial energy E0: {E0:.0f} eV")
print(f"cutoff energy Ec: {Ec:.0f} eV")
print(f"mean free path: {lam:.0f} angstrom")
print(f"L = ln(E0/Ec): {L:.4f}")
print(f"mean number of flights, formula: {1 + L:.4f}")
print(f"mean number of flights, simulated: {mean_flights:.4f}")
print(f"mean path length, formula: {lam * (1 + L):.2f} angstrom")
print(f"mean path length, simulated: {mean_path:.2f} angstrom")
print(f"path length exceeded with probability {p:.4f}: {s_rare:.2f} angstrom")
print(f"the same path length: {s_rare / bohr:.2f} bohr")
print(f"threshold in mean free paths: {s_rare / lam:.4f}")
print(f"number of long runs: {runs}")
print("hits in each long run: " + " ".join(str(h) for h in hits))
print(f"total histories in all long runs: {total}")
print(f"pooled estimate of p: {hits.sum() / total:.4e}")
print(f"predicted relative error of pooled estimate: {sqrt((1 - p) / (total * p)):.4f}")
print(f"first run, estimate of p: {estimate:.4e}")
print(f"first run, relative error from its own hits: {own_error:.4f}")
print(f"short runs, tail probability: {q:.2f}")
print(f"short runs, path threshold: {s_short:.2f} angstrom")
print(f"short runs, histories in each for ten percent: {N_short}")
print(f"short runs, number: {short_hits.size}")
print(f"short runs, observed relative scatter: {short_scatter:.4f}")
print(f"short runs, chance within ten percent, binomial: {within_short:.4f}")
print(f"short runs, observed share within ten percent: {seen_within:.4f}")
print("all tests passed")
```

Printed output:

```
tail probability p: 0.0001
target relative standard error: 0.10
variance of one score p(1-p): 0.00009999
required histories, formula: 999900
required histories, search on binomial sum: 999900
relative error at that N, binomial sum: 0.100000
relative error at 1000000 histories: 0.099995
expected hits N p: 99.99
required histories for relative error 0.05: 3999600
hit counts within ten percent of N p: 90 to 109
chance of such a count: 0.6831
relative error at 10000 histories: 0.9999
chance of no hit in 10000 histories, formula: 0.3679
share of 799 simulated groups with no hit: 0.3792
initial energy E0: 10000 eV
cutoff energy Ec: 10 eV
mean free path: 20 angstrom
L = ln(E0/Ec): 6.9078
mean number of flights, formula: 7.9078
mean number of flights, simulated: 7.9076
mean path length, formula: 158.16 angstrom
mean path length, simulated: 158.14 angstrom
path length exceeded with probability 0.0001: 566.86 angstrom
the same path length: 1071.21 bohr
threshold in mean free paths: 28.3431
number of long runs: 8
hits in each long run: 97 82 89 103 107 108 98 92
total histories in all long runs: 7999200
pooled estimate of p: 9.7010e-05
predicted relative error of pooled estimate: 0.0354
first run, estimate of p: 9.7010e-05
first run, relative error from its own hits: 0.1015
short runs, tail probability: 0.01
short runs, path threshold: 377.92 angstrom
short runs, histories in each for ten percent: 9900
short runs, number: 808
short runs, observed relative scatter: 0.1003
short runs, chance within ten percent, binomial: 0.6629
short runs, observed share within ten percent: 0.6522
all tests passed
```
